# Margenau's Quasistatic van der Waals Profile and the Kuhn Wing Exponent

An emitter with unperturbed transition frequency \(\omega_0\) is surrounded by perturbers of number density \(n\). In atomic units, where \(\hbar=1\) and energy and angular frequency coincide, a perturber at distance \(R\) changes the transition energy by

\[
V(R)=-\frac{C}{R^p},\qquad C>0 .
\]

For van der Waals interactions \(p=6\), and \(C\) is the difference between the attraction coefficients of the upper and lower states. A positive \(C\) means that the upper state is attracted more strongly, so every perturber shifts the line to the red. It is convenient to measure the detuning as a positive quantity on that side:

\[
s=-(\omega-\omega_0),\qquad \alpha=\frac3p .
\]

The profile \(P(s)\) is normalized to unit area. Four assumptions define the model: the shifts of different perturbers add as scalars, the transition dipole does not depend on their positions, the perturbers are independent and uniformly distributed, and they stand still while the emitter dephases. The third assumption neglects both correlations between perturbers and the Boltzmann weight of the lower-state interaction. The fourth is the quasistatic assumption, whose range is examined below.

For one arrangement of perturbers the total red shift is \(S=\sum_i C/R_i^p\), and the dipole oscillates as \(e^{-i\omega_0t+iSt}\). The Fourier transform of the averaged dipole correlation function is therefore

\[
P(s)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i(\omega-\omega_0)t}\langle e^{iSt}\rangle
=\left\langle\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i(S-s)t}\right\rangle
=\langle\delta(s-S)\rangle .
\]

The line shape is the probability density of the total shift. Since \(S>0\), it vanishes for \(s<0\): within this model there is no blue side.

Because \(S\) is positive, its distribution is fixed by the Laplace transform \(\langle e^{-kS}\rangle\) with \(k>0\). Put \(N\) perturbers in a volume \(N/n\). Each has position density \(n/N\), and independence turns the average of a product into a product of equal averages:

\[
\langle e^{-kS}\rangle=\left[\frac nN\int d^3R\,e^{-kC/R^p}\right]^N
=\left[1-\frac nN\int d^3R\,\bigl(1-e^{-kC/R^p}\bigr)\right]^N .
\]

The second form follows by adding and subtracting 1 in the integrand. If the last integral converges as the volume grows, the limit \(N\to\infty\) gives

\[
\langle e^{-kS}\rangle=e^{-nJ(k)},\qquad
J(k)=\int_0^\infty\bigl(1-e^{-kC/R^p}\bigr)4\pi R^2\,dR .
\]

At large \(R\) the integrand tends to \(4\pi kC\,R^{2-p}\), so convergence requires \(p>3\). At \(p=3\) it tends to \(4\pi kC/R\), and the integral grows as the logarithm of the outer radius. The transform then goes to zero for every \(k>0\), which means that the sum of one-sided shifts has no finite limit in an infinite medium. At small \(R\) there is no difficulty, because the bracket is at most 1.

To evaluate \(J\), let \(u=kC/R^p\), so that \(R^3=(kC/u)^\alpha\), and integrate by parts with \(4\pi R^2dR=d(4\pi R^3/3)\):

\[
J=\left[\frac{4\pi R^3}{3}(1-e^{-u})\right]_{R=0}^{R=\infty}
-\int_{R=0}^{R=\infty}\frac{4\pi R^3}{3}\,e^{-u}\,du .
\]

The boundary term is zero at \(R=0\), and at large \(R\) it behaves as \(R^{3-p}\), which vanishes for \(p>3\). As \(R\) runs from 0 to infinity, \(u\) runs from infinity to 0; reversing the limits removes the minus sign:

\[
J=\frac{4\pi}{3}(kC)^\alpha\int_0^\infty u^{-\alpha}e^{-u}\,du
=\frac{4\pi}{3}\Gamma(1-\alpha)(kC)^\alpha .
\]

Hence

\[
\langle e^{-kS}\rangle=e^{-Ak^\alpha},\qquad
A=\frac{4\pi n}{3}\Gamma(1-\alpha)C^\alpha .
\]

For van der Waals perturbers \(\alpha=1/2\) and \(\Gamma(1/2)=\sqrt\pi\), so \(A=4\pi^{3/2}n\sqrt C/3\). Defining \(c\) by \(A=\sqrt{2c}\) gives

\[
\langle e^{-kS}\rangle=e^{-\sqrt{2ck}},\qquad
c=\frac{A^2}{2}=\frac{8\pi^3n^2C}{9}.
\]

This is the transform of the Levy density

\[
P(s)=\sqrt{\frac{c}{2\pi}}\;s^{-3/2}e^{-c/(2s)},\qquad s>0,
\]

as a direct calculation shows. In its Laplace integral put \(s=c/y^2\). Then \(s^{-3/2}=c^{-3/2}y^3\) and \(|ds|=2c\,y^{-3}dy\), so all powers of \(y\) outside the exponential cancel:

\[
\int_0^\infty P(s)e^{-ks}ds
=\sqrt{\frac2\pi}\int_0^\infty e^{-y^2/2-kc/y^2}\,dy .
\]

With \(h=\sqrt{2ck}\), the exponent can be completed to a square,

\[
\frac{y^2}{2}+\frac{h^2}{2y^2}=\frac12\left(y-\frac hy\right)^2+h .
\]

Let \(w=y-h/y\). The replacement \(y\to h/y\) changes \(w\) to \(-w\) and \(dy\) to \((h/y^2)dy\), after the limits are restored. The integral of \(e^{-w^2/2}\) is thus equal to the same integral with an extra factor \(h/y^2\), and also to half the sum of the two. Since \(dw=(1+h/y^2)dy\),

\[
\int_0^\infty e^{-w^2/2}dy
=\frac12\int_0^\infty e^{-w^2/2}\left(1+\frac h{y^2}\right)dy
=\frac12\int_{-\infty}^{\infty}e^{-w^2/2}dw=\sqrt{\frac\pi2}.
\]

The prefactor \(\sqrt{2/\pi}\) cancels this value and leaves \(e^{-h}=e^{-\sqrt{2ck}}\), as required. A Laplace transform determines its density, so the inversion is complete. Inserting \(c\) gives Margenau's profile:

\[
P(s)=\frac{2\pi}{3}n\sqrt C\;s^{-3/2}
\exp\left(-\frac{4\pi^3n^2C}{9s}\right),\qquad s>0 .
\]

The same substitution, stopped at \(y=\sqrt{c/s}\), gives the fraction of the line area between zero detuning and \(s\):

\[
\operatorname{Prob}(S<s)=\sqrt{\frac2\pi}\int_{\sqrt{c/s}}^\infty e^{-y^2/2}dy
=\operatorname{erfc}\sqrt{\frac{c}{2s}} .
\]

The logarithmic slope of the profile is

\[
\frac{d\ln P}{d\ln s}=-\frac32+\frac{c}{2s}.
\]

It vanishes at the peak, \(s=c/3=8\pi^3n^2C/27\), and tends to \(-3/2\) for \(s\gg c\). The law \(|\omega-\omega_0|^{-3/2}\) therefore describes the far red wing, not the whole line. Near \(s=0\) the exponential suppresses the intensity, because a very small total shift requires a large region around the emitter to be empty. The peak shift and the width scale as \(n^2\), whereas the wing intensity at fixed \(s\) scales as \(n\). The mean shift is infinite, since \(sP(s)\) falls only as \(s^{-1/2}\). In a real system the power law for \(V\) fails at short distance, and the wing then departs from this form.

For other powers \(p>3\) the wing can be found without a closed formula for the whole profile. The inverse transform is

\[
P(s)=\frac1{2\pi i}\int_{-i\infty}^{i\infty}e^{ks-Ak^\alpha}dk .
\]

The function \(k^\alpha\) has a branch cut, placed on the negative real axis. For \(s>0\) the contour can be folded around it: in the left half-plane \(e^{ks}\) decays faster than \(e^{-Ak^\alpha}\) can grow, because \(\alpha<1\), and on the imaginary axis \(e^{-Ak^\alpha}\) itself decays, because \(\cos(\pi\alpha/2)>0\). On the two sides of the cut \(k=xe^{\pm i\pi}\). The contour comes in below the cut and leaves above it, so

\[
P(s)=\frac1{2\pi i}\int_0^\infty e^{-sx}
\left[e^{-Ax^\alpha e^{-i\pi\alpha}}-e^{-Ax^\alpha e^{i\pi\alpha}}\right]dx .
\]

The two exponentials are complex conjugates, and their difference is \(2i\) times the imaginary part of the first:

\[
P(s)=\frac1\pi\int_0^\infty e^{-sx}e^{-Ax^\alpha\cos\pi\alpha}
\sin\bigl(Ax^\alpha\sin\pi\alpha\bigr)dx .
\]

Now put \(x=y/s\) and \(z=A(y/s)^\alpha\). At large \(s\), \(z\) is small for the values of \(y\) that matter, and

\[
e^{-z\cos\pi\alpha}\sin(z\sin\pi\alpha)
=z\sin\pi\alpha-\frac{z^2}{2}\sin2\pi\alpha+O(z^3).
\]

The first term gives

\[
P(s)\simeq\frac{A\sin\pi\alpha}{\pi}s^{-1-\alpha}\int_0^\infty y^\alpha e^{-y}dy
=\frac{A\sin\pi\alpha\,\Gamma(1+\alpha)}{\pi}s^{-1-\alpha}.
\]

Using \(\Gamma(1+\alpha)\Gamma(1-\alpha)=\pi\alpha/\sin\pi\alpha\) together with the value of \(A\), one obtains

\[
P(s)\simeq\frac{4\pi n}{3}\alpha C^\alpha s^{-1-\alpha}
=\frac{4\pi n}{p}C^{3/p}s^{-(1+3/p)} .
\]

This is the Kuhn wing. Contour integrals evaluated far in the wing gave slopes \(-1.7500\), \(-1.5000\), \(-1.3750\) and \(-1.2500\) for \(p=4,6,8,12\), in agreement with \(-(1+3/p)\); the prefactor was tested as well. A steeper interaction gives a flatter wing, because the volume of the shell that produces shifts between \(s\) and \(s+ds\) then shrinks more slowly as \(s\) increases.

The exponent has a simple geometrical origin. Suppose that the nearest perturber alone determined the shift. Its shift is below \(s\) if the sphere of radius \(R_s=(C/s)^{1/p}\) is empty, which for independent perturbers has probability \(\exp(-4\pi nR_s^3/3)\). Differentiation with respect to \(s\), with \(R_s^3=C^\alpha s^{-\alpha}\), gives

\[
P_{\rm nn}(s)=\frac{4\pi n}{p}C^\alpha s^{-1-\alpha}
\exp\left[-\frac{4\pi n}{3}\left(\frac Cs\right)^\alpha\right].
\]

The factor before the exponential is the mean number of perturbers in the shell that produces shifts between \(s\) and \(s+ds\), divided by \(ds\). It equals the wing of the full profile. The approach to the wing differs, however. For \(p=6\) the leading relative correction of \(P_{\rm nn}\) is \(-(4\pi n/3)\sqrt{C/s}\), while that of the full profile is \(-c/(2s)\), which falls faster. The expansion above shows why: the term in \(z^2\) carries the factor \(\sin2\pi\alpha\), which is zero at \(\alpha=1/2\).

It remains to ask when moving perturbers may be treated as frozen. Take \(p=6\), straight paths of speed \(v\) and impact parameter \(b\), and flights that do not overlap. During one flight the dipole acquires a phase \(\varphi(t)\) with

\[
\dot\varphi=\frac{C}{(b^2+v^2t^2)^3},\qquad
F(b,s)=\int_{-\infty}^{\infty}e^{i[\varphi(t)-st]}dt .
\]

For \(s\ne0\) the undisturbed oscillation before and after the flight contributes nothing at this frequency once it is switched off slowly. The integral of the total derivative of \(e^{i(\varphi-st)}\) then vanishes, so the integral of \((\dot\varphi-s)e^{i(\varphi-st)}\) is zero and

\[
F=\frac1s\int_{-\infty}^{\infty}\dot\varphi\,e^{i(\varphi-st)}dt,
\]

which converges. In a long time \(T\) there are \(nvT\,2\pi b\,db\) flights with impact parameter in \(db\). Each adds \(|F|^2/(2\pi T)\) to the normalized power spectrum, and contributions from different flights have random relative phases. To first order in density,

\[
P_1(s)=\frac{nv}{2\pi}\int_0^\infty2\pi b\,|F|^2\,db .
\]

On the red side the phase is stationary when \(\dot\varphi=s\), that is, when the perturber crosses the sphere \(R_s=(C/s)^{1/6}\). This happens twice if \(b<R_s\), at \(v|t|=\sqrt{R_s^2-b^2}\). There

\[
|\ddot\varphi|=\frac{6Cv^2|t|}{R_s^8}
=\frac{6sv\sqrt{R_s^2-b^2}}{R_s^2},
\]

where \(C=sR_s^6\) was used. Each crossing contributes \(2\pi/|\ddot\varphi|\) to \(|F|^2\). The interference term between the two oscillates rapidly with \(b\) and is dropped at leading order. Therefore

\[
P_1\simeq nv\int_0^{R_s}b\,\frac{4\pi R_s^2}{6sv\sqrt{R_s^2-b^2}}\,db
=\frac{2\pi nR_s^2}{3s}\,R_s
=\frac{2\pi}{3}n\sqrt C\,s^{-3/2}.
\]

The speed has cancelled: faster perturbers arrive more often but spend less time near resonance. The static wing is recovered from moving perturbers.

The stationary-phase step is justified if the instantaneous shift changes little, compared with \(s\), during a time \(1/s\). This is the case when \(|\ddot\varphi|\ll s^2\), or \(6v/(sR_s)\ll1\) as an estimate. The condition is not sufficient for each flight: for grazing flights, \(b\to R_s\), the two stationary points merge and \(2\pi/|\ddot\varphi|\) diverges while \(|F|^2\) stays finite. The divergence is integrable over \(b\), and the result applies to the spectrum summed over impact parameters. Since \(sR_s=C^{1/6}s^{5/6}\), the scale that separates the regimes is

\[
s_v=v^{6/5}C^{-1/5}.
\]

Direct evaluation of the flight spectrum gave ratios to the static wing of 0.980, 0.996 and 0.999 at \(s/s_v=3,10,30\). In these integrals the closest flights, with \(b<0.3\,(C/v)^{1/5}\), were represented on the red side by their two stationary points, so the comparison tests the remaining flights; integrating the close flights directly raises the first ratio to about 0.986 and the other two by about 0.001 or less. At these detunings \(6v/(sR_s)\) is 2.4, 0.88 and 0.35, so the estimate above is conservative for the summed spectrum. On the blue side there is no stationary point. At a blue detuning of \(10s_v\) the flights outside that radius gave \(2\times10^{-5}\) of the static red wing at equal detuning; the closer flights, left out of that figure, add about as much again, for a total near \(4.5\times10^{-5}\). Motion does produce some blue intensity, and the one-sided profile belongs to the frozen limit.

The core of the line requires more than a valid wing. Its peak must also lie well above \(s_v\). With the length \(R_W=(C/v)^{1/5}\), called the Weisskopf radius,

\[
\frac{c/3}{s_v}=\frac{8\pi^3}{27}\,n^2\left(\frac Cv\right)^{6/5}
=\frac{8\pi^3}{27}\,(nR_W^3)^2 .
\]

If \(nR_W^3\ll1\), the predicted peak lies below \(s_v\) and the frozen description of the core fails, although the wing at \(s\gg s_v\) survives. This is a scale estimate for the core; the flight spectra concern the binary wing.

For a numerical case, take the model values \(C=1000\) eV Å\(^6\), \(n=0.001\) Å\(^{-3}\) and \(v=3\) Å/ps. The Levy scale is

\[
c=\frac{8\pi^3}{9}(0.001)^2(1000)\ \text{eV}=0.02756\ \text{eV},
\]

and the peak lies at \(c/3=0.00919\) eV, or \(3.376\times10^{-4}\) hartree. The half-height points are 0.00401 and 0.02882 eV, so the full width at half maximum is 0.02481 eV. The median shift, 0.0606 eV, lies beyond the upper half-height point: more than half of the line area is in the long tail outside the visible peak.

When \(v\) is given in ordinary units, it enters the formulas as \(\hbar v\). The speed scale is then \(s_v=1.43\times10^{-4}\) eV, and the peak is 64 times larger. Equivalently, \(R_W=13.8\) Å and \(nR_W^3=2.65\), so the frozen description is reasonable for the core as well as the wing.

At \(s=0.1\) eV the full profile is 1.825 eV\(^{-1}\) and the wing law gives 2.094 eV\(^{-1}\). Their ratio, 0.87, is the factor \(e^{-c/(2s)}\), and the local slope is \(-1.36\), still visibly different from \(-3/2\). At 0.5 eV the two values are 0.182 and 0.187 eV\(^{-1}\), and the slope is \(-1.47\). The nearest-perturber form gives 0.155 eV\(^{-1}\) there, which shows its slower approach to the common wing.

At \(s=0.01\) eV, by contrast, the nearest-perturber value of 17.6 eV\(^{-1}\) is close to the full value of 16.7 eV\(^{-1}\). This is a crossing of two different curves. They share a prefactor, so they meet where their exponents agree:

\[
\frac{c}{2s}=\frac{4\pi n}{3}\sqrt{\frac Cs}
\quad\Longrightarrow\quad
s=\frac{c^2}{4(4\pi n/3)^2C}=\frac{\pi c}{8},
\]

because \((4\pi n/3)^2C=2c/\pi\). With the present \(c\) this is about 0.011 eV. The distributions as a whole are distinct: in 40000 random configurations the cumulative distribution of the summed shift differed from the Levy law by at most 0.0025, but from the nearest-perturber law by as much as 0.170.

The same configurations show how the wing becomes a property of one close neighbour. The nearest perturber supplied on average 0.628 of the total shift over all configurations, and 0.912 of it in those with \(s>0.5\) eV. The third digit reflects sampling noise and the finite sphere; for an infinite medium the values are close to 0.627 and 0.915. If the nearest perturber is at \(R_1\) and shifts the line by \(s_1=C/R_1^6\), the mean shift from all the others is

\[
n\int_{R_1}^\infty\frac{C}{R^6}\,4\pi R^2dR
=\frac{4\pi nC}{3R_1^3}
=\frac{4\pi n}{3}\sqrt{Cs_1}.
\]

Relative to \(s_1\) this falls as \(s_1^{-1/2}\), so the other perturbers matter less and less as the detuning grows.

A shift of 1 eV corresponds to a single perturber at \(R=3.16\) Å. At such distances a real pair no longer follows \(-C/R^6\), and the lower-state energy may change the probability of close approach. The failure can set in much farther out. In the Unsöld estimate \(C\) is the perturber polarizability times the increase of \(\langle r^2\rangle\) of the emitter, in atomic units, so the present \(C\) with a rare-gas polarizability of 10 to 27 atomic units implies an upper state of rms radius 4 to 7 Å. That is comparable with the distances that produce the wing and even the peak (6.9 Å). The numbers above therefore illustrate the model rather than a real pair, and for a real system the range described next may be empty. The wing exponent can be used where \(s\) is large compared with both \(c\) and \(s_v\), yet small enough that the distance \((C/s)^{1/6}\) remains in the van der Waals region. The remaining values are listed in the numerical output.

## Numbers as computed

```
shift coefficient C = 1000 eV angstrom^6
perturber density n = 0.001 angstrom^-3
perturber speed v = 3.0 angstrom/ps
Levy scale c = 0.02756 eV
peak red detuning = 0.00919 eV = 3.376e-04 hartree
peak from contour integral = 0.00919 eV
peak height = 16.782 eV^-1
half-height points = 0.00401 and 0.02882 eV
full width at half maximum = 0.02481 eV
median red detuning = 0.06058 eV
blue-side Fourier value at -c, times c = -1.4e-12
s (eV), R=(C/s)^(1/6) (angstrom), then in eV^-1:
  full profile, wing law, nearest perturber; local slope
  0.01 6.81 16.6946 66.2306 17.6111; -0.122
  0.03 5.67 8.0516 12.7461 5.9326; -1.041
  0.10 4.64 1.8248 2.0944 1.3777; -1.362
  0.50 3.55 0.1822 0.1873 0.1553; -1.472
  1.00 3.16 0.0653 0.0662 0.0580; -1.486
random configurations = 40000, perturbers each = 300
largest CDF gap, sum against Levy = 0.0025
largest CDF gap, nearest against its law = 0.0032
largest CDF gap, sum against nearest law = 0.170
mean share of nearest perturber, all = 0.628
mean share for s > 0.5 eV = 0.912
power p, computed wing slope, -(1+3/p):
  4 -1.7500 -1.7500
  6 -1.5000 -1.5000
  8 -1.3750 -1.3750
  12 -1.2500 -1.2500
moving/static wing ratio at s/s_v (negative = blue):
  3 0.980
  10 0.996
  30 0.999
  -10 2e-05
speed scale s_v = 1.43e-04 eV
peak / s_v = 64.4
Weisskopf radius R_W = 13.83 angstrom
n R_W^3 = 2.65
```
